# Partial-wave convergence of the helium wave function and its energy

A two-electron atom with a fixed point nucleus of charge $Z$ has, in atomic units, the Hamiltonian

$$H=T-\frac{Z}{r_1}-\frac{Z}{r_2}+\frac1{r_{12}},\qquad T=-\tfrac12(\nabla_1^2+\nabla_2^2).$$

Let $\psi$ be the real, normalized spatial function of the singlet ground state, with energy $E$. It is symmetric under exchange and depends only on $r_1$, $r_2$ and the angle $\theta$ between $\mathbf r_1$ and $\mathbf r_2$. Expand it as

$$\psi=\sum_{l=0}^{\infty}\psi_l(r_1,r_2)P_l(\cos\theta),\qquad \lambda\equiv l+\tfrac12 .$$

Let $P_L$ project onto the terms with $l\le L$, and let $Q_L=1-P_L$. The radial functions are kept complete, so the cutoff $L$ is the sole truncation. The problem asks how fast the wave function and the energy converge with $L$.

One regularity property is taken as input. Near $r_{12}=0$ and away from the nucleus, $\psi=A+r_{12}B$, where $A$ and $B$ are smooth functions of $r_1$, $r_2$ and $r_{12}^2$. The resulting large-$l$ forms are assumed to be differentiable term by term, and the neighbourhood of the nucleus is assumed not to upset them. The radial weights $r^7$ and $r^5$ found below suppress that neighbourhood.

## (a) Error in the mean square

**Express the squared norm $N_l$ of one partial wave through $\psi_l$. Which function restricted to $l\le L$ is closest to $\psi$ in the mean square?**

The direction of $\mathbf r_1$ contributes $4\pi$ and the azimuth of $\mathbf r_2$ about it contributes $2\pi$. Hence

$$d^3r_1\,d^3r_2\to 8\pi^2r_1^2r_2^2\,dr_1\,dr_2\,d(\cos\theta).$$

Since $\int_{-1}^{1}P_l^2\,d(\cos\theta)=2/(2l+1)=1/\lambda$,

$$N_l=\frac{8\pi^2}{\lambda}\int_0^\infty\!\!\int_0^\infty r_1^2r_2^2\,\psi_l^2\,dr_1dr_2 .$$

Different $l$ are orthogonal. For any $\chi$ with $l\le L$, the difference $\psi-\chi$ splits into the orthogonal pieces $P_L\psi-\chi$ and $Q_L\psi$, so

$$\|\psi-\chi\|^2=\|P_L\psi-\chi\|^2+\|Q_L\psi\|^2\ \ge\ \|Q_L\psi\|^2=\sum_{l>L}N_l .$$

The closest function is $\chi=P_L\psi$. "Mean-square error" below means $\|Q_L\psi\|^2$, relative to the unit norm of $\psi$.

## (b) The part of the function that makes the tail

**Find $B$ where the electrons meet. Which part of $\psi$ controls large $l$?**

For $r_{12}>0$, $\nabla_1^2r_{12}=\nabla_2^2r_{12}=2/r_{12}$, so $Tr_{12}=-2/r_{12}$. The product rule gives

$$T(r_{12}B)=-\frac{2B}{r_{12}}-\nabla_1r_{12}\cdot\nabla_1B-\nabla_2r_{12}\cdot\nabla_2B+r_{12}\,TB .$$

The gradients of $r_{12}$ are unit vectors, so only the first term diverges as $r_{12}\to0$. The repulsion supplies the divergent term $A/r_{12}$. Because $(H-E)\psi=0$, the two must cancel:

$$A-2B=0\quad\Rightarrow\quad B(r,r,0)=\tfrac12\psi(r,r,0).$$

The smooth part $A$ has no algebraic tail. With $c=\cos\theta$, Legendre's equation is $P_l=-[(1-c^2)P_l']'/[l(l+1)]$. Inserting it in the projection integral and integrating by parts twice moves the derivatives onto $A$ and gains a factor $1/[l(l+1)]$. This can be repeated as often as $A$ can be differentiated. The tail therefore comes from $r_{12}B$, the cusp that the repulsion forces on the function.

## (c) Partial waves of the interelectronic distance

**Expand $r_{12}=\sum_lf_lP_l(\cos\theta)$ and find $f_l$ for large $l$.**

Let $r_>$ and $r_<$ be the larger and smaller radius, and $q=r_</r_>$. The generating function gives $1/r_{12}=r_>^{-1}\sum_lq^lP_l$. Multiply it by $r_{12}^2=r_>^2(1+q^2-2qc)$ and use

$$cP_l=\frac{(l+1)P_{l+1}+lP_{l-1}}{2l+1}.$$

The coefficient of $P_l$ in $c\sum_k q^kP_k$ is then $\frac{l}{2l-1}q^{l-1}+\frac{l+1}{2l+3}q^{l+1}$, so

$$\frac{f_l}{r_>}=(1+q^2)q^l-\frac{2l}{2l-1}q^l-\frac{2l+2}{2l+3}q^{l+2}
=\frac{q^{l+2}}{2l+3}-\frac{q^l}{2l-1}.$$

Now set $r_1=Re^{v/2}$ and $r_2=Re^{-v/2}$. Here $R=\sqrt{r_1r_2}$, and $v=\ln(r_1/r_2)$ runs over all real values. The Jacobian determinant is $-\tfrac12r_1e^{-v/2}-\tfrac12r_2e^{v/2}=-R$, so $dr_1dr_2=R\,dR\,dv$. With $r_>=Re^{|v|/2}$, $q=e^{-|v|}$, $2l+3=2(\lambda+1)$ and $2l-1=2(\lambda-1)$,

$$f_l=\frac R2\left[\frac{e^{-(\lambda+1)|v|}}{\lambda+1}-\frac{e^{-(\lambda-1)|v|}}{\lambda-1}\right].$$

The exponentials confine $v$ to a width of order $1/\lambda$, so hold $x=\lambda|v|$ fixed. To the needed order, $e^{\mp|v|}=1\mp x/\lambda$ and $1/(\lambda\pm1)=1/\lambda\mp1/\lambda^2$. The terms of order $1/\lambda$ cancel and leave

$$f_l\simeq\frac R2e^{-x}\left[-\frac{2x}{\lambda^2}-\frac2{\lambda^2}\right]=-\frac{R}{\lambda^2}(1+x)e^{-x}.$$

Both signs of $v$ contribute and $dv=dx/\lambda$ on each side, so

$$\int f_l^2\,dv\simeq\frac{2R^2}{\lambda^5}\int_0^\infty(1+2x+x^2)e^{-2x}dx=\frac{2R^2}{\lambda^5}\left(\tfrac12+\tfrac12+\tfrac14\right)=\frac{5R^2}{2\lambda^5}.$$

## (d) Decay of the norm

**Find the leading form of $N_l$ and of the mean-square error.**

At leading order $B$ may be replaced by its coalescence value. Corrections proportional to $v$ at fixed $R$ vanish because $B$ is symmetric under exchange, and $v^2$ is of order $\lambda^{-2}$. Corrections containing $r_{12}^2$ are equally small. The coefficient of $P_l$ in $r_{12}^2\,r_{12}$ is

$$R^2\left[2\cosh v\,f_l-\frac{2l}{2l-1}f_{l-1}-\frac{2l+2}{2l+3}f_{l+1}\right].$$

Here $2\cosh v-2\simeq v^2$. Write $2l/(2l-1)=1+1/(2l-1)$ and $(2l+2)/(2l+3)=1-1/(2l+3)$. What remains is a second difference of $f_l$ in $l$, a first difference divided by $l$, and $f_l$ divided by $l^2$. Each is of order $f_l/\lambda^2$.

Thus $\psi_l\simeq\tfrac12\psi(R,R,0)f_l$. With $r_1^2r_2^2\,dr_1dr_2=R^5dR\,dv$,

$$N_l\simeq\frac{8\pi^2}{\lambda}\int_0^\infty R^5\,\frac{\psi(R,R,0)^2}{4}\,\frac{5R^2}{2\lambda^5}\,dR=\frac{C_N}{(l+\frac12)^6},$$

$$C_N=5\pi^2\int_0^\infty r^7\psi(r,r,0)^2dr .$$

The six powers have separate origins: four come from the squared amplitude, one from the width in $v$, and one from the norm of $P_l$.

To sum the tail, regard $(l+\frac12)^{-6}$ as the midpoint value of $y^{-6}$ on $[l,l+1]$. The midpoint rule has a relative error of order $L^{-2}$ here, so

$$\|Q_L\psi\|^2\simeq C_N\int_{L+1}^\infty\frac{dy}{y^6}=\frac{C_N}{5(L+1)^5}.$$

For large $L$ this is an $L^{-5}$ law. It requires $\psi(r,r,0)$ not to vanish identically.

## (e) Kinetic energy of a partial wave

**Find the kinetic energy $T_l$ carried by partial wave $l$.**

For each electron, $|\nabla_i\psi|^2=(\partial\psi/\partial r_i)^2+r_i^{-2}(\partial\psi/\partial\theta)^2$. The angular derivatives of different $P_l$ are orthogonal, and for equal $l$ they give $l(l+1)/\lambda$. Therefore

$$T_l=\frac{8\pi^2}{\lambda}\iint r_1^2r_2^2\,\frac12\left[\Big(\frac{\partial\psi_l}{\partial r_1}\Big)^2+\Big(\frac{\partial\psi_l}{\partial r_2}\Big)^2+l(l+1)\psi_l^2\Big(\frac1{r_1^2}+\frac1{r_2^2}\Big)\right]dr_1dr_2 .$$

The chain rule gives

$$\frac{\partial}{\partial r_1}=\frac1{r_1}\Big(\frac R2\frac{\partial}{\partial R}+\frac{\partial}{\partial v}\Big),\qquad \frac{\partial}{\partial r_2}=\frac1{r_2}\Big(\frac R2\frac{\partial}{\partial R}-\frac{\partial}{\partial v}\Big).$$

The derivative in $v$ brings a factor $\lambda$ and dominates. With $r_1\simeq r_2\simeq R$ and $l(l+1)\simeq\lambda^2$, half the square bracket becomes $R^{-2}[(\partial_v\psi_l)^2+\lambda^2\psi_l^2]$. From (c), $|\partial_vf_l|\simeq Rxe^{-x}/\lambda$, hence

$$\int\big[(\partial_vf_l)^2+\lambda^2f_l^2\big]dv\simeq\frac{2R^2}{\lambda^3}\int_0^\infty\big[x^2+(1+x)^2\big]e^{-2x}dx=\frac{2R^2}{\lambda^3}\left(\tfrac14+\tfrac54\right)=\frac{3R^2}{\lambda^3}.$$

It follows that

$$T_l\simeq\frac{8\pi^2}{\lambda}\int_0^\infty R^5\,\frac1{R^2}\,\frac{\psi(R,R,0)^2}{4}\,\frac{3R^2}{\lambda^3}\,dR=\frac{C_E}{\lambda^4},$$

$$C_E=6\pi^2\int_0^\infty r^5\psi(r,r,0)^2dr .$$

High partial waves vary over distances of order $r/\lambda$, so the kinetic energy weights them by an extra $\lambda^2$ relative to the norm. The midpoint rule now gives $\sum_{l>L}T_l\simeq C_E/[3(L+1)^3]$.

## (f) Energy error of the truncated function

**Find the energy error of $P_L\psi$ and compare it with the wave-function error.**

Write $P_L\psi=\psi-Q_L\psi$. Since $(H-E)\psi=0$, all terms containing $\psi$ itself drop out of the matrix element, and

$$\frac{\langle P_L\psi|H|P_L\psi\rangle}{\langle P_L\psi|P_L\psi\rangle}-E=\frac{\langle Q_L\psi|H-E|Q_L\psi\rangle}{1-\|Q_L\psi\|^2}.$$

The kinetic part of the numerator is $\sum_{l>L}T_l$. To bound the potential part, use the hydrogenic ground-state energy: $-\frac12\nabla^2-\kappa/r\ge-\kappa^2/2$ for every $\kappa>0$. For a function of squared norm $n$ and one-electron kinetic energy $t$,

$$\langle1/r\rangle\le\frac t\kappa+\frac{\kappa n}2 .$$

At $\kappa=\sqrt{2t/n}$ the right side is $\sqrt{2tn}$. The same bound holds for $1/r_{12}$ when the position of one electron is fixed as the origin and then integrated over. For $Q_L\psi$, $t$ is of order $L^{-3}$ and $n$ of order $L^{-5}$, so the potential terms are at most of order $L^{-4}$. Hence

$$\frac{\langle P_L\psi|H|P_L\psi\rangle}{\langle P_L\psi|P_L\psi\rangle}-E=\frac{C_E}{3(L+1)^3}+O(L^{-4}).$$

Doubling $L+1$ asymptotically divides the mean-square error by 32 and the energy error by 8. The mean-square error thus falls faster. Its square root, which measures the distance between the functions, falls as $L^{-5/2}$ and so more slowly than the energy error.

## (g) Can optimization improve the energy exponent?

**The function $P_L\psi$ does not minimize the energy within $l\le L$. Can the minimizing function beat $L^{-3}$?**

Consider trial functions with the same symmetry as $\psi$. The ground state is isolated, so $H-E\ge g$ with some $g>0$ on functions orthogonal to $\psi$. A second bound follows from

$$-\tfrac14\nabla^2-\frac Zr=\frac12\left(-\tfrac12\nabla^2-\frac{2Z}r\right)\ge-Z^2$$

for each electron, together with $1/r_{12}\ge0$:

$$H-E\ge\tfrac12T-K,\qquad K=2Z^2+E .$$

Here $K>0$, because dropping the repulsion shows that $E\ge-Z^2$. Add the second bound with weight $w=g/(g+K)$ to the first with weight $1-w=K/(g+K)$. The constants cancel, since $(1-w)g=wK$. In this part $\theta$ denotes a positive constant, not the angle. On the complement of $\psi$,

$$H-E\ge\theta T,\qquad\theta=\frac{g}{2(g+K)} .$$

Scale a trial function $\chi$ so that $\langle\psi|\chi\rangle=1$; a trial function with zero overlap has an energy error of at least $g$ and is no competitor. Then $e=\chi-\psi$ is orthogonal to $\psi$, and $Q_Le=-Q_L\psi$. Because $T$ does not couple different $l$, the energy error $\delta$ of $\chi$ obeys

$$\delta\,\langle\chi|\chi\rangle=\langle e|H-E|e\rangle\ge\theta\langle e|T|e\rangle\ge\theta\sum_{l>L}T_l .$$

The norm cannot spoil this bound. From $\delta(1+\|e\|^2)\ge g\|e\|^2$ one finds $\|e\|^2\le\delta/(g-\delta)$, which tends to zero for the minimizing function. Its energy error is therefore bounded below by a constant times $L^{-3}$, and above by the error of $P_L\psi$. Optimization cannot change the exponent. This argument does not fix the optimized prefactor. For the mean-square error of the optimized function, (a) gives only the lower bound $\|Q_L\psi\|^2$.

## (h) Weaker singularities

**How do the norms decay if the leading nonsmooth term is $r_{12}^3$, or $(r_1-r_2)r_{12}$?**

By (d), multiplying $r_{12}$ by $r_{12}^2$ lowers the amplitude by at least $\lambda^{-2}$. To see that the leading terms do not cancel, write $f_l\simeq-Rh$ with $h=\lambda^{-2}(1+x)e^{-x}$. The bracket in (d) becomes $-R\,[v^2h-h''+h'/\lambda-h/\lambda^2]$, with primes denoting derivatives in $\lambda$ at fixed $v$. Here $h'=-\lambda^{-3}(2+2x+x^2)e^{-x}$ and $h''=\lambda^{-4}(6+6x+3x^2+x^3)e^{-x}$, so the coefficient of $P_l$ in $r_{12}^3$ is $3R^3(3+3x+x^2)e^{-x}/\lambda^4$, which is nonzero. The norm gains $\lambda^{-4}$, which gives $\lambda^{-10}$. In the second case $r_1-r_2=2R\sinh(v/2)\simeq Rv$, whose magnitude is $Rx/\lambda$. The norm gains $\lambda^{-2}$, which gives $\lambda^{-8}$.

The second case applies to triplet $S$ states. Their spatial function is odd under exchange, so $B$ is odd too and starts with a term proportional to $r_1-r_2$. If that term is nonzero, the mean-square error falls as $L^{-7}$.

For these two forms multiplied by an exponential in $r_1+r_2$, the logarithmic slopes in $\lambda$ between $l=20$ and $l=40$ are $-10.02$ and $-8.00$. The exponent $-6$ thus belongs to a linear cusp with nonzero amplitude at coalescence.

## (i) Helium

**Evaluate the constants for $Z=2$ and judge from which $L$ the laws are useful.**

Take a variational Hylleraas function: a polynomial in $r_1+r_2$, $(r_1-r_2)^2$ and $r_{12}$ with 70 terms, times $e^{-\alpha(r_1+r_2)}$, where $\alpha=2/a_0$ and $a_0$ is the bohr. Its energy is $-79.014$ eV ($-2.90372$ hartree). The model omits nuclear motion and relativity, and the finite basis leaves an error of its own. The 70 terms are all products $(r_1+r_2)^i(r_1-r_2)^{2j}r_{12}^k$ with $i+2j+k\le7$, and this maximum total degree is called the order. Going from order 6 to order 7 lowers the energy by $2.1\times10^{-5}$ eV; this is a measure of convergence, not a bound on the error. Going on to order 10 lowers the energy by a further $1.5\times10^{-5}$ eV, comparable to the truncation error at $L=31$ below, so the energy errors quoted here are measured from the energy of the basis function itself.

The printed $\alpha=3.7795$ Å$^{-1}$ gives $a_0=2/3.7795=0.5292$ Å. The $r^7$ moment is $2.763\times10^{-4}$ Å$^2$. Dividing it by $a_0^2$ makes it dimensionless:

$$C_N=5\pi^2\,\frac{2.763\times10^{-4}}{(0.5292)^2}=0.0487 .$$

The $r^5$ moment is $1.2536\times10^{-3}$. The two printed values of the energy give $79.01435/2.9037238=27.211$ eV per hartree, so

$$C_E=6\pi^2(1.2536\times10^{-3})(27.211\ \text{eV})=2.020\ \text{eV}\quad(0.0742\ \text{hartree}).$$

These values use the exact cusp condition. A finite basis meets it approximately, and the tail of the basis function follows its own linear coefficient in $r_{12}$. That coefficient gives $C_N=0.0486$ and $C_E=2.007$ eV, lower by 0.2 % and 0.7 %. They are the constants to compare with the norms and kinetic energies of its partial waves. They belong to this basis: at order 10 they become 0.0487 and 2.016 eV, and the mean-square error at $L=15$ quoted below rises from $9.20\times10^{-9}$ to $9.21\times10^{-9}$, while the exact-cusp constants 0.0487 and 2.020 eV keep the digits shown.

The energy error needs one more step, because the basis function is not an exact eigenfunction. Write it as $a+b\,r_{12}$ near coalescence. By (b), $(H-E)\psi$ then contains $(a-2b)/r_{12}$, and with $E$ the energy of the basis function the numerator in (f) acquires the cross term $-2\langle Q_L\psi|(H-E)\psi\rangle$. The coefficient of $P_l$ in $1/r_{12}$ is $e^{-\lambda|v|}/R$, so

$$-2\int f_l\,\frac{e^{-\lambda|v|}}R\,dv\simeq\frac4{\lambda^3}\int_0^\infty(1+x)e^{-2x}dx=\frac3{\lambda^3}.$$

This equals the kinetic integral of (e) divided by $R^2$. The cross term therefore adds $b(a-2b)$ to the factor $b^2$ of the kinetic tail, and the sum is

$$b(a-b)=\tfrac14a^2-\left(b-\tfrac12a\right)^2 .$$

The leading energy error thus differs from the exact-cusp form only in second order in the mismatch, and its constant is 2.020 eV.

The product $\lambda^6N_l$ is 0.0449 at $l=1$, 0.0481 at $l=10$ and 0.0486 at $l=40$. At $l=0$ it is 0.0156, so the law does not describe the $s$ wave. For $L=15$ the two truncation laws give

$$\frac{0.0486}{5\cdot16^5}=9.27\times10^{-9},\qquad\frac{2.020\ \text{eV}}{3\cdot16^3}=1.644\times10^{-4}\ \text{eV}.$$

The directly computed errors are $9.20\times10^{-9}$ and $1.673\times10^{-4}$ eV, which differ from the laws by $-0.8$ % and $+1.7$ % (from unrounded values). At $L=1$ the mean-square error is 30 % below its law, while at $L=7$ it is 3 % below. The norm law is thus a rough guide at $L=1$ and accurate to a few percent from about $L=7$. The energy error lies above its law by about 5 % of the law at $L=1$ and $L=3$ and by 3 % at $L=7$. The closeness at $L=1$ is partly a cancellation: $\lambda^4T_l$ is 16 % above its limit of 2.007 eV at $l=2$, while the sum of $\lambda^{-4}$ over $l\ge2$, 0.0373, is 10 % below the midpoint integral $1/24$.

From $L=15$ to $L=31$ the mean-square error falls by a factor 31.8, its square root by 5.6, and the energy error by 8.1. This is the ordering found in (f).

At $L=31$ the kinetic tail is $2.042\times10^{-5}$ eV, close to the $2.041\times10^{-5}$ eV that follows from 2.007 eV. The full energy error is $2.074\times10^{-5}$ eV. Its own law, with 2.020 eV, gives $2.055\times10^{-5}$ eV, so the cusp mismatch accounts for part of the difference between the two. The remaining 0.9 % is left to terms of higher order in $1/L$, which were not computed separately. The remaining values are in the numerical output, where the column for the energy law uses 2.007 eV and so describes the kinetic tail.

## Computed results

```
nuclear charge Z = 2; Hylleraas order 7, 70 functions
exponent alpha = 3.7795 1/angstrom
energy = -79.01435 eV = -2.9037238 hartree
energy gain from order 6 to 7 = 2.10e-05 eV
virial ratio -V/T = 2.0000016
largest error of closed r12 coefficient, l<=40 = 6.7e-13
scaled norm integral at l=60 (limit 5/2) = 2.50191
scaled kinetic integral at l=60 (limit 3) = 3.00205
moment int r^7 psi(r,r,0)^2 dr = 2.7634e-04 angstrom^2
moment int r^5 psi(r,r,0)^2 dr = 1.2536e-03 (dimensionless)
C_N from exact cusp condition = 0.04870 (dimensionless)
C_N from fitted r12 coefficient = 0.04860 (dimensionless)
C_E from exact cusp condition = 2.0201 eV
C_E from fitted r12 coefficient = 2.0069 eV
l | N_l | lam^6 N_l | T_l in eV | lam^4 T_l in eV
 0 | 9.9585e-01 | 0.01556 | 7.8305e+01 | 4.8941
 1 | 3.9410e-03 | 0.04489 | 6.2483e-01 | 3.1632
 2 | 1.7903e-04 | 0.04371 | 5.9622e-02 | 2.3290
 3 | 2.4584e-05 | 0.04519 | 1.4443e-02 | 2.1674
 5 | 1.6961e-06 | 0.04695 | 2.2695e-03 | 2.0767
10 | 3.5912e-08 | 0.04813 | 1.6680e-04 | 2.0275
20 | 6.5307e-10 | 0.04847 | 1.1394e-05 | 2.0124
40 | 1.1005e-11 | 0.04856 | 7.4645e-07 | 2.0083
log slope l=20..40: N_l -5.997, T_l -4.003
log slope l=20..40, r12^3 function: -10.024
log slope l=20..40, (r1-r2) r12 function: -7.995
L | mean-square error | its law | root of it
 1 | 2.121e-04 | 3.037e-04 | 1.456e-02
 3 | 8.451e-06 | 9.491e-06 | 2.907e-03
 7 | 2.876e-07 | 2.966e-07 | 5.362e-04
15 | 9.196e-09 | 9.269e-09 | 9.590e-05
31 | 2.891e-10 | 2.897e-10 | 1.700e-05
L | energy error in eV | its law in eV | kinetic tail in eV
 1 | 8.796e-02 | 8.362e-02 | 8.458e-02
 3 | 1.101e-02 | 1.045e-02 | 1.052e-02
 7 | 1.356e-03 | 1.307e-03 | 1.310e-03
15 | 1.673e-04 | 1.633e-04 | 1.634e-04
31 | 2.074e-05 | 2.041e-05 | 2.042e-05
log slope in L+1, L=15..31: mean square -4.992, energy -3.012
lowest T/2+V_nuc in basis = -217.6830 eV, bound -217.6911 eV
lowest (H-E)/T off psi in basis = 0.2499, theta from basis gap = 0.0656
```
